# Time-Integrated Interstitial Excess from Clusters Dissolving Beneath an Absorbing Surface

Interstitial clusters dissolve at some depth below a surface that absorbs interstitials, and the quantity sought is the excess concentration of free interstitials, integrated over all time, at a point deeper than the clusters. Its dimension is time per volume. The available quantities are the released dose \(Q\) (number per area), the source depth \(R\), the interstitial diffusivity \(D\), the depth \(x\) of the point, and the times that govern dissolution. For a given release history diffusion is linear, so the answer is proportional to \(Q\). If the dissolution times drop out, the remaining dimensions require

\[
\int_0^\infty (C-C^*)\,dt=\frac{QR}{D}\,f\!\left(\frac{x}{R}\right).
\]

Here \(C\) is the free interstitial concentration and \(C^*\) its equilibrium value. The function \(f\) may also depend on the shape of the source. Beyond the source it should be constant: every interstitial that passes downward through a deep plane eventually returns through it to reach the surface, so the time-integrated flux there is zero, and so is the gradient of the time-integrated excess. What remains to be proved is that the dissolution times do drop out, that the integral converges, and that the constant is one when \(R\) is the mean depth of the source.

Let the solid fill \(x>0\), at constant temperature, with all quantities uniform in the lateral directions. Write \(u=C-C^*\), and let \(N(x,t)\) be the concentration of interstitials held in immobile clusters. An interstitial leaving a cluster becomes free, and a recaptured one ceases to be free, so the net source of free interstitials is \(-\partial N/\partial t\):

\[
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2}-\frac{\partial N}{\partial t},\qquad u(0,t)=0,\qquad u(x,0)=0. \tag{1}
\]

The boundary condition describes a perfectly absorbing surface, which holds \(C\) at \(C^*\). No other sink is present. The initial cluster profile \(N_0(x)=N(x,0)\) has

\[
Q=\int_0^\infty N_0\,dx,\qquad QR=\int_0^\infty xN_0\,dx,
\]

and it is either confined to a finite depth or falls off as fast as a Gaussian, so that \(u\), \(\partial u/\partial x\) and \(x\,\partial u/\partial x\) vanish at infinite depth at any finite time. The clusters eventually dissolve completely. I also take \(u\ge0\). This holds, for example, when clusters emit at a non-negative rate and recapture at a rate proportional to \(u\), because net emission is then non-negative wherever \(u\) has fallen to zero.

The proof follows a weighted count of all the excess interstitials, free and clustered. For a fixed observation depth \(x\), define

\[
M(t;x)=\int_0^\infty \min(x,x')\,\bigl[u(x',t)+N(x',t)\bigr]dx'. \tag{2}
\]

The weight rises linearly from zero at the surface to \(x\), and stays at \(x\) for all greater depths. Adding \(\partial N/\partial t\) to both sides of (1) shows that \(\partial(u+N)/\partial t=D\,\partial^2u/\partial x^2\), whatever the cluster kinetics. With primes on \(u\) denoting depth derivatives,

\[
\frac{dM}{dt}=D\int_0^x x'u''\,dx'+D\,x\int_x^\infty u''\,dx'.
\]

The first integral, by parts, is

\[
\int_0^x x'u''\,dx'=x\,u'(x)-\int_0^x u'\,dx'=x\,u'(x)-u(x)+u(0),
\]

and \(u(0)=0\). The second term contains \(x[u'(\infty)-u'(x)]=-x\,u'(x)\). The gradient terms cancel, leaving

\[
\frac{dM}{dt}=-D\,u(x,t). \tag{3}
\]

Integration over time gives an identity valid at any finite time:

\[
D\int_0^t u(x,t')\,dt'=M(0;x)-M(t;x). \tag{4}
\]

Since \(M(t;x)\ge0\) and \(\min(x,x')\le x'\), the left side never exceeds \(M(0;x)\le QR\). The time integral therefore converges. Its value follows once \(M(t;x)\) is shown to vanish at late times.

Two further balances are needed for that. The total excess dose \(P(t)=\int_0^\infty(u+N)\,dx\) obeys

\[
\frac{dP}{dt}=D\,[u'(\infty)-u'(0)]=-D\,u'(0)\le0,
\]

because \(u\) is zero at the surface and non-negative inside. The first moment obeys

\[
\frac{d}{dt}\int_0^\infty x(u+N)\,dx=D\,\bigl[x\,u'-u\bigr]_0^\infty=0, \tag{5}
\]

so it keeps its initial value \(QR\). Now choose any depth \(X\) and split the dose into free interstitials above \(X\), free interstitials below \(X\), and clusters:

\[
P(t)=\int_0^X u\,dx+\int_X^\infty u\,dx+\int_0^\infty N\,dx .
\]

The second part is at most \(QR/X\), because each interstitial in it contributes at least \(X\) to the first moment. The third part tends to zero by assumption. For the first part, the bound from (4) gives

\[
\int_0^\infty dt\int_0^X u\,dx\le\frac{X\,QR}{D}.
\]

A non-negative quantity with a finite time integral becomes arbitrarily small at some arbitrarily late times. At those times \(P\) is at most \(QR/X\) plus a vanishing amount. Since \(P\) never increases, its limit is at most \(QR/X\), and since \(X\) is arbitrary, the limit is zero. Finally \(M(t;x)\le x\,P(t)\), so \(M\) vanishes too. Hence

\[
\int_0^\infty u(x,t)\,dt=\frac1D\int_0^\infty\min(x,x')\,N_0(x')\,dx'. \tag{6}
\]

If \(x\) lies beyond the source, then \(\min(x,x')=x'\) wherever \(N_0\) is non-zero, and

\[
\boxed{\int_0^\infty (C-C^*)\,dt=\frac{QR}{D}} \tag{7}
\]

which is the stated result, with \(R\) the mean depth. For a profile with a weak tail, (7) holds to the extent that the tail beyond \(x\) is negligible.

The conserved first moment has a curious consequence. The dose falls to zero while the product of dose and mean depth stays at \(QR\), so the few interstitials that survive are found, on average, ever deeper. They do not spoil the result, because the weight in \(M\) is capped at \(x\).

Differentiating (6) with respect to \(x\) gives a physical reading of the formula:

\[
D\,\frac{d}{dx}\int_0^\infty u\,dt=\int_x^\infty N_0(x')\,dx'.
\]

The right side is the dose that started below \(x\), all of which must cross that plane on its way out. Between the surface and a thin source this dose is \(Q\), so the time-integrated excess climbs with slope \(Q/D\) over a distance \(R\). Below the source the slope is zero. A deeper source gives a larger exposure because its interstitials have farther to go, and a larger diffusivity gives a smaller one because they leave sooner.

Recapture does not change the result, since only the initial and final cluster profiles enter. This was tested by evolving (1) in time with \(\partial N/\partial t=-N/\tau+c\,uN\). In units where the projected range, the dose and \(D\) are one, the source was a Gaussian centred at depth 1, cut off at the surface, with mean depth 1.00941. One run had \(\tau=1\) and no recapture; the other had \(\tau=40\) and \(c=10\). At depth 5 the peak excess was 0.0353 in the first (the output lists 0.03495, read at the grid point 5.03) and 0.00207 in the second, yet the time integral was 1.00941 in both. Inside the source, at depth 0.9, the second run gave 0.78650, where (6) gives 0.78659.

Those runs used a reflecting back at depth 20. Identity (3) survives such a boundary, since it needs only a vanishing gradient at the back, and the excess still drains out through the front. The first moment, however, is no longer conserved: the boundary term in (5) makes it fall by \(D\int u(L,t)\,dt\), with \(L\) the depth of the back. At time 205.8 it had dropped to 0.8333, as this law requires. In a box of depth 400, which represents the half-space over the time tested, it was still 1.00941 at time 200. At that time, at the grid point \(x=5.03\), the left side of (4) was 0.34950 and the right side 0.34949.

How long must one wait for the full integral? An interstitial freed at \(x'\) at time zero spreads according to the source solution minus its mirror image in the surface:

\[
G=\frac{e^{-(x-x')^2/4Dt}-e^{-(x+x')^2/4Dt}}{\sqrt{4\pi Dt}}.
\]

The exponents differ by \(xx'/Dt\), so at late times \(G\simeq xx'/[2\sqrt\pi\,(Dt)^{3/2}]\). The part of the time integral still to come is

\[
\int_t^\infty G\,dt'\simeq\frac{xx'}{\sqrt{\pi}\,D^{3/2}\,t^{1/2}} .
\]

Relative to the full value \(x'/D\) for \(x>x'\), the missing fraction is \(x/\sqrt{\pi Dt}\). It falls slowly, as \(t^{-1/2}\). If clusters decay as \(e^{-t/\tau}\), the fraction \(e^{-t/\tau}\) not yet released is also missing.

The same method shows what happens when a condition fails: one chooses a weight \(w(x')\) suited to the new problem, with a downward jump of one in its slope at \(x'=x\), so that (3) still holds.

If the surface absorbs at a finite rate \(k\), the boundary condition is \(D\,u'(0)=k\,u(0)\), or \(u(0)=\ell\,u'(0)\) with \(\ell=D/k\). The weight \(\min(x,x')+\ell\) adds \(-\ell\,u'(0)\) to the boundary term \(u(0)\), and the two cancel. Beyond the source the time integral becomes \(Q(R+\ell)/D\), as if the source lay deeper by \(\ell\). With \(\ell=0.3\) the time evolution gave 1.30942, against 1.30941 from the formula.

If the back surface at \(L\) is also perfectly absorbing, the weight must vanish there as well. It is \(x'(1-x/L)\) for \(x'<x\) and \(x(1-x'/L)\) for \(x'>x\). The result beyond the source is reduced by the factor \(1-x/L\), because some interstitials now leave through the back.

Suppose next that a uniform bulk sink removes free interstitials at the rate \(Du/\lambda^2\). The weight must satisfy \(w''-w/\lambda^2=0\) away from \(x'=x\), vanish at the surface and stay bounded. For \(x'<x\) this gives \(w=\lambda\,e^{-x/\lambda}\sinh(x'/\lambda)\), and therefore, beyond the source,

\[
\int_0^\infty u\,dt=\frac{\lambda}{D}\,e^{-x/\lambda}\int_0^\infty N_0(x')\sinh\frac{x'}{\lambda}\,dx'. \tag{8}
\]

For \(\lambda\) much larger than \(x\) this returns to \(QR/D\). For \(\lambda=3\) and \(x=5\) the evolution gave 0.19611 and the formula 0.19608, a fifth of the value without a sink. The absence of bulk recombination is thus essential to the theorem.

Permanent traps of density \(N_t\), each holding one interstitial, act differently because they fill up. Let capture be so fast that all traps are filled down to a front \(X_f\), beyond the source, and none below it. With \(I(x)=\int_0^\infty u\,dt\), integrating the diffusion equation over time gives \(DI''=N_t-N_0\) above the front, with \(I=I'=0\) at the front. Multiplying by \(x\) and integrating from 0 to \(X_f\), the left side is \(D[xI'-I]_0^{X_f}=D\,I(0)=0\), so

\[
0=\tfrac12N_tX_f^2-QR,\qquad X_f=\sqrt{\frac{2QR}{N_t}} .
\]

Filling the traps down to the front takes \(N_tX_f=2QR/X_f\) interstitials per area, which cannot exceed \(Q\). The assumed picture therefore requires \(X_f\ge2R\), that is \(N_t\le Q/2R\); at higher trap densities the formulas here do not apply. How full the traps near the surface then become depends on the source: in the fast-capture limit they fill where it is denser than \(N_t\), and may end only partly filled where it is sparser; with a finite capture rate, traps close to the absorbing surface can stay partly empty even under a dense source. Between the source and the front \(DI''=N_t\), hence

\[
I(x)=\frac{N_t}{2D}(X_f-x)^2=\frac{QR}{D}\left(1-\frac{x}{X_f}\right)^2. \tag{9}
\]

With the front at 8 and rapid but finite capture, the evolution gave 0.1423 at depth 5, against 0.14195 from (9). Both let the traps capture only the excess \(u\). Empty permanent traps capture equilibrium interstitials as well, which the surface resupplies; the same balance then reads \(\tfrac12N_tX_f^2=QR+DC^*t\), the front keeps advancing, and the integral of \(u\) has no limit. So (9) describes times long enough for the release to finish but with \(DC^*t\ll QR\). In the silicon example below this means \(t\ll4\times10^5\) s, well met by a 600 s anneal. Traps that release their interstitials again count as clusters in \(N\), and (7) is then restored for the integral over all time. A short release time \(\tau_r\) does not make the wait short, however, because released interstitials are recaptured: while the traps are far from full, with capture radius \(a\), the effective diffusivity is \(D/(1+4\pi aDN_t\tau_r)\), and the late-time missing part grows accordingly. In the silicon example below, traps at \(10^{16}\ \mathrm{cm^{-3}}\) with \(a=0.5\) nm and \(\tau_r=10\) s leave about 12 % of the integral missing after 600 s. The effective diffusivity alone would give 17 %, but here the traps at the marker become about 95 % full at the peak, which weakens the slowing.

The time-integrated excess matters because it moves dopants. Consider a dilute dopant of concentration \(B\) that diffuses by pairing with interstitials. If pairing and dissociation are fast, the pair concentration is proportional to \(BC\), and the dopant flux is

\[
J=-\frac{\partial}{\partial x}\left(D_B^*\,B\,\frac{C}{C^*}\right),
\]

where \(D_B^*\) is the dopant diffusivity at interstitial equilibrium. For a buried marker of unit dose, away from the boundaries, the mean position does not move, since its rate of change is \(\int J\,dx=0\). The second moment changes at the rate

\[
\frac{d}{dt}\int x^2B\,dx=-\int x^2\frac{\partial J}{\partial x}\,dx=2\int xJ\,dx=2D_B^*\int B\,\frac{C}{C^*}\,dx .
\]

If \(C\) is nearly uniform across the marker, the last integral is \(C/C^*=1+u/C^*\). After an anneal of duration \(t\), long enough for (7), the added variance is

\[
\Delta\sigma^2=2D_B^*\left[t+\frac{QR}{DC^*}\right]. \tag{10}
\]

The second term in the bracket is the extra time at equilibrium that would produce the same diffusion. It contains \(D\) and \(C^*\) only as a product.

As an example, take a boron marker 300 nm deep in silicon, below a silicon self-implant annealed at 800 °C for 600 s. The parameters are rough typical values: \(Q=5\times10^{13}\ \mathrm{cm^{-2}}\), projected range 60 nm, straggle 25 nm, cluster lifetime 60 s, \(D=2\times10^{-7}\ \mathrm{cm^2/s}\), \(C^*=4\times10^{9}\ \mathrm{cm^{-3}}\) and \(D_B^*=4\times10^{-17}\ \mathrm{cm^2/s}\). Cutting the Gaussian off at the surface raises its mean depth slightly, to \(R=60.56\) nm. Then

\[
\frac{QR}{D}=\frac{(5\times10^{13})(6.056\times10^{-6})}{2\times10^{-7}}=1.51\times10^{15}\ \mathrm{s/cm^3},
\]

or \(1.51\times10^{21}\ \mathrm{s/m^3}\). Division by \(C^*\) gives an equivalent time of \(3.785\times10^5\) s, about 105 hours, beside which the 600 s of the anneal itself hardly counts. The integrated boron diffusivity is

\[
(4\times10^{-17})(3.785\times10^5+600)=1.52\times10^{-11}\ \mathrm{cm^2},
\]

and the added standard deviation, meaning \(\sqrt{\Delta\sigma^2}\), which adds in quadrature to the initial width, is the square root of twice this, 55 nm. Without the excess it would be 2.2 nm. A marker of 10 nm thus ends near 56 nm, against 10.2 nm without the excess. A simulation of the marker, initially 10 nm in standard deviation, over the actual 600 s gave 55.03 nm against 55.07 nm from (10), which tests the assumption of a nearly uniform excess. The peak value of \(C/C^*\) at the marker was about 6000. Of the full time integral 0.168 % was missing when the anneal ended; the two late-time estimates above add up to 0.159 %.

The effects left out can be sized with equally rough inputs. A surface length \(\ell\) of 5 nm raises the integral by 8.3 %. Vacancies held at an equilibrium density of \(10^{11}\ \mathrm{cm^{-3}}\), as mobile as the interstitials and with a capture radius \(a=0.5\) nm, give a sink length \(\lambda=[4\pi a\cdot2\cdot10^{11}\ \mathrm{cm^{-3}}]^{-1/2}=28\) µm, and lower the integral at the marker by about 1 %. This is an upper figure for these inputs: at a supersaturation of thousands the vacancies are depleted rather than held at equilibrium, and the loss over 600 s is then about 0.15 %. An absorbing back of a 700 µm wafer lowers the integral over all time by 0.04 %; within 600 s, with \(\sqrt{Dt}\approx110\) µm, it has no noticeable effect. At a boron concentration of \(10^{17}\ \mathrm{cm^{-3}}\), boron–interstitial pairs change the total interstitial flux to \(-\partial_x[(D+D_B^*B/C^*)\,C]\), a correction of relative size \(D_B^*B/DC^*\approx0.5\) % inside the derivative. This is not a ratio of fluxes: during the first two minutes, when most of the broadening occurs, the pair flux on the flanks of the marker, driven by the boron gradient, is comparable to the free flux; by 300 s it has fallen below a tenth of it. Its effect is to lower \(C\) at the marker by at most about that fraction, and the added standard deviation from 55.03 to 55.00 nm. The same boron raises the hole density at the initial peak of the marker by 2.5 % above an intrinsic density of \(2\times10^{18}\ \mathrm{cm^{-3}}\); if the pair concentration is proportional to the hole density, this raises the added standard deviation by about 0.15 nm.

Permanent traps are the largest of these effects. At \(N_t=10^{16}\ \mathrm{cm^{-3}}\), a rough figure for a density of trapping centres, the front lies at \(X_f=2461\) nm. The integral at the marker falls by the factor \((1-300/2461)^2\), that is by 23 %, and the added standard deviation drops from 55 to 48 nm. With these rough inputs it is therefore the first of these assumptions to examine, though another trap density or surface length could change the order. The loss to traps is larger for deeper markers or dirtier material. It presumes centres that stay immobile and keep their interstitial. Isolated carbon does not: it moves with an interstitial as a short-lived pair, and with typical carbon diffusivities it lowers the integral at this density by only 1 to 2 %. Lasting trapping by carbon needs stable complexes. The released dose is also uncertain: one interstitial per implanted ion is a rough rule for implants that do not amorphize the crystal, and defects that survive the anneal keep their share. Boron at higher concentrations can itself form immobile clusters with interstitials, which (10) does not describe. Estimates of \(D\) alone vary widely, partly because traps slow the apparent motion, which makes the time-integrated excess uncertain. The broadening is less exposed to this, because \(D\) and \(C^*\) enter it only as the product \(DC^*\), here \(800\ \mathrm{cm^{-1}\,s^{-1}}\), as long as the anneal is long enough for (7). At the same product but \(D=2\times10^{-11}\ \mathrm{cm^2/s}\), 16 % of the integral is still missing after 600 s and the added standard deviation is 50 nm.

The temperature need not be constant for part of the argument to hold. If \(D\) varies with time while \(C^*\) stays fixed, (3) is unchanged, and provided \(\int D\,dt\) grows without bound, so that the excess can drain out, the invariant becomes \(\int_0^\infty D(t)\,u\,dt=QR\) beyond the source. If cooling cuts \(D\) off earlier, the integral falls short of \(QR\). With \(D=1-0.8\,e^{-t/10}\) in the reduced units, this integral was again 1.00941. In a real heating ramp \(C^*\) changes as well, and the broadening must weight each released interstitial by the value of \(D_B^*/DC^*\) prevailing while it is free. A changing \(C^*\) also adds a source \(-dC^*/dt\) to (1); on heating, since \(C\ge0\), it can at most cancel the equilibrium term of the broadening, which is a fraction of a percent of the total in the example. The reduced-unit tests and most values of the example are in the numerical output below.

## Computed values

```
TESTS, reduced units (length = range, dose = 1, D = 1)
source mean depth                         1.00941
Green integral x=3, x'=1, D=0.7           1.428571
integral at x=5, fast release            1.00941
integral at x=5, slow with recapture     1.00941
peak excess there, fast / slow            0.03495 / 0.00207
inside source x=0.9, run / formula        0.78650 / 0.78659
deep box t=200.0, run / identity       0.34950 / 0.34949
deep box, first moment                    1.00941
box of depth 20, t=205.8, moment / law  0.83330 / 0.83330
surface length 0.3, run / formula         1.30942 / 1.30941
absorbing back at 20, run / formula       0.75706 / 0.75706
linear sink length 3, run / formula       0.19611 / 0.19608
changing D, integral of D*u               1.00941
traps, front at 8, run / formula          0.14230 / 0.14195
EXAMPLE INPUTS (rough typical values)
temperature                800 C = 1073 K
released dose              5.0e+13 cm^-2
range, straggle            60 nm, 25 nm
cluster lifetime, anneal   60 s, 600 s
interstitial diffusivity   2.0e-07 cm^2/s
equilibrium interstitials  4.0e+09 cm^-3
boron diffusivity          4.0e-17 cm^2/s
marker depth, initial sigma 300 nm, 10 nm
EXAMPLE RESULTS
source mean depth          60.56 nm
integrated excess          1.514e+15 s/cm^3 = 1.514e+21 s/m^3
product D*C_eq             800 cm^-1 s^-1
equivalent equilibrium time 3.785e+05 s = 105.1 h
peak C/C_eq at marker (run) 5977
integrated boron diffusivity 1.517e-11 cm^2
added marker sigma, formula 55.07 nm
added marker sigma, run    55.03 nm
same without excess        2.19 nm
NEGLECTED EFFECTS (rough inputs)
surface length 5 nm: integral up by 8.3 %
traps 1e+16 cm^-3: front at 2461 nm
traps: integral at marker down by 22.9 %
traps: added marker sigma  48.4 nm
vacancies 1e+11 cm^-3, capture radius 0.5 nm, D ratio 1
vacancies: sink length 28.2 um, down by 1.06 %
absorbing wafer back at 700 um: down by 0.043 %
finite anneal, missing: run 0.168 %, estimate 0.159 %
boron 1e+17 cm^-3: pair share of transport 0.50 %
intrinsic density 2e+18 cm^-3: hole density up 2.5 %
```
